# Logarithmic number variance of non-crossing steps on a vicinal surface

## Result and assumptions

A vicinal surface carries steps that run, on average, along $y$. Let $x_j(y)$ be the position of step $j$, $\rho$ the mean number of steps per unit length along $x$, $B$ the step stiffness (energy per length), and $kT$ the thermal energy. Count the steps that cross an interval of length $L$ on one line $y=\text{const}$. Call this number $N$ and its mean $s=\rho L$.

**Assumptions.**

1. The surface is in equilibrium, and a set of step shapes has weight $\exp[-(B/2kT)\int dy\sum_j (dx_j/dy)^2]$.
2. The steps interact only by not crossing: $x_1(y)<x_2(y)<\dots$ for every $y$.
3. There are $n$ steps, with $n$ odd, on a ring of circumference $C$ in $x$. The step length $Y$ goes to infinity first, then $C$ at fixed $\rho=n/C$. The counting line is far from both step ends.

**Theorem.** Under these assumptions, for $s\gg1$,

$$\operatorname{Var}N=\frac{1}{\pi^2}\left[\ln(2\pi s)+\gamma+1\right]+O(s^{-2}),\qquad \gamma=0.577\ldots$$

Steps placed independently would have $\operatorname{Var}N=s$. Non-crossing removes the linear term and leaves a logarithm with coefficient $1/\pi^2=0.10132$. This coefficient belongs to assumptions 1 to 3: Propositions 2 and 3 show how finite step length and elastic repulsion change the law.

## From steps to free fermions

**Lemma 1 (one step).** A single step is a random walk in "time" $y$, generated by $H_1=-(kT/2B)\,\partial_x^2$.

*Proof.* Cut $y$ into slices of length $\epsilon$. An increment $\Delta x$ has weight $\exp[-B(\Delta x)^2/(2kT\epsilon)]$, a Gaussian of variance $kT\epsilon/B$. Increments are independent, so their variances add to $kTy/B$. A diffusing density obeying $\partial_y p=D\,\partial_x^2p$ has variance $2Dy$, hence $D=kT/2B$ and $p(y)=e^{-yH_1}p(0)$. ∎

**Lemma 2 (many steps).** On the counting line the probability density of the step positions is $\psi_0^2$, where $\psi_0$ is the ground state of $n$ free fermions filling $|k|<\pi\rho$.

*Proof.* The summed weight of non-crossing paths obeys the diffusion equation with generator $H=-(kT/2B)\sum_j\partial_j^2$ in the region $x_1<\dots<x_n<x_1+C$. It vanishes where two positions meet, because a continuous random walk started at contact crosses at once. Extend the solution to all orderings by antisymmetry. An antisymmetric function vanishes at contact automatically, and the reflected solution satisfies the free equation across the boundary. Carrying one step around the ring past the $n-1$ others gives the sign $(-1)^{n-1}=+1$ for odd $n$, so the one-particle functions are periodic plane waves with $k=2\pi m/C$.

Filling $|m|\le(n-1)/2$ gives a determinant proportional to $\prod_{i<j}\sin[\pi(x_i-x_j)/C]$, up to a constant phase. It has no zero inside the ordered region, so it is the ground state there.

For end conditions $a$ and $b$, the weight of a configuration $X$ on the middle line is $\langle b|e^{-HY/2}|X\rangle\langle X|e^{-HY/2}|a\rangle$. Since $\psi_0$ can be taken positive and the end weights are non-negative, both overlap with it. Excited states die out as $e^{-\Delta Y/2}$. Moving one fermion from $m=(n-1)/2$ to $(n+1)/2$ costs

$$\Delta=\frac{kT}{2B}\left(\frac{2\pi}{C}\right)^2\left[\frac{(n+1)^2-(n-1)^2}{4}\right]=\frac{kT}{2B}\frac{4\pi^2n}{C^2}=\frac{2\pi v}{C},\qquad v=\frac{\pi\rho\,kT}{B}.$$

For $Y\to\infty$ each factor becomes proportional to $\psi_0(X)$, and the product to $\psi_0^2$. ∎

The number $v$ is dimensionless. It converts a length along the steps into the length across them over which correlations have become established.

**Lemma 3 (variance of a determinant).** With $K(x,x')=\sum_m\phi_m(x)\phi_m^*(x')$ summed over filled orbitals,

$$\operatorname{Var}N=\int_0^L K(x,x)\,dx-\int_0^L\!\!\int_0^L|K(x,x')|^2dx\,dx'.$$

*Proof.* Expand both determinants in $|\psi_0|^2$ and integrate out $n-2$ positions. Orthonormality forces the two permutations to agree, except that the two orbitals left over may be exchanged. The exchange carries a minus sign, so the pair density is $\rho_2(x,x')=K(x,x)K(x',x')-|K(x,x')|^2$. Since $\langle N(N-1)\rangle=\iint\rho_2$ and $\operatorname{Var}N=\langle N(N-1)\rangle+\langle N\rangle-\langle N\rangle^2$, the product term cancels $\langle N\rangle^2$. ∎

## Proof of the theorem

For $C\to\infty$ the sum over filled plane waves becomes

$$K(r)=\int_{-\pi\rho}^{\pi\rho}\frac{dk}{2\pi}e^{ikr}=\frac{\sin\pi\rho r}{\pi r}.$$

A separation $r$ occurs in the double integral with measure $2(L-r)\,dr$. With $u=\rho r$,

$$\operatorname{Var}N=s-2\int_0^s(s-u)\frac{\sin^2\pi u}{\pi^2u^2}\,du .$$

Let $x=2\pi s$, $\operatorname{Si}x=\int_0^x(\sin t/t)\,dt$ and $\operatorname{Ci}x=-\int_x^\infty(\cos t/t)\,dt$. Integration by parts, using $(\sin^2\pi u)'=\pi\sin2\pi u$, gives the first part:

$$2s\int_0^s\frac{\sin^2\pi u}{\pi^2u^2}du=2s\left[-\frac{\sin^2\pi s}{\pi^2s}+\frac1\pi\operatorname{Si}x\right]=-\frac{1-\cos x}{\pi^2}+\frac{2s}{\pi}\operatorname{Si}x .$$

The second part follows from $2\sin^2\pi u=1-\cos2\pi u$:

$$2\int_0^s\frac{\sin^2\pi u}{\pi^2u}du=\frac1{\pi^2}\int_0^x\frac{1-\cos t}{t}dt=\frac{\ln x+\gamma-\operatorname{Ci}x}{\pi^2}.$$

Subtracting the first from $s$ and adding the second yields, for every $s>0$,

$$\operatorname{Var}N=\frac{\ln x+\gamma+1-\cos x-\operatorname{Ci}x}{\pi^2}+s\left[1-\frac2\pi\operatorname{Si}x\right].$$

For large $x$,

$$\operatorname{Si}x=\frac\pi2-\frac{\cos x}{x}\left(1-\frac2{x^2}\right)-\frac{\sin x}{x^2}+\dots,\qquad \operatorname{Ci}x=\frac{\sin x}{x}-\frac{\cos x}{x^2}+\dots$$

Because $s=x/2\pi$, the last term of the variance is $\pi^{-2}[\cos x+\sin x/x-2\cos x/x^2+\dots]$. Its first two pieces cancel $-\cos x$ and the leading part of $-\operatorname{Ci}x$. What remains is $-\cos x/(\pi^2x^2)+O(x^{-3})$, which is the stated error. ∎

**Remark 1 (why the linear term vanishes).** The coefficient of $L$ at large $L$ is $\rho-\int K(r)^2dr$. By Parseval's theorem the integral equals $\int(dk/2\pi)f(k)^2$, where $f$ is the occupation. For $f=0$ or $1$ this is the density itself. A sharply filled band therefore has no extensive number noise.

**Remark 2 (exclusion on one line is not enough).** Take an open row of 12 lattice sites with 4 steps and count those on the first 6 sites. If the steps have zero length and merely may not share a site, all arrangements are equally likely, and the variance is $4\cdot\frac12\cdot\frac12\cdot\frac{8}{11}=0.727$. If they hop between neighbouring sites along a great length without meeting or leaving the row, and every hop has the same weight, diagonalizing the many-step generator gives 0.17145, and the free-fermion orbitals give the same value. For $l$ sites that form a small part of a large lattice of filling $f$, the first rule gives nearly $lf(1-f)$, still proportional to length. The suppression comes from non-crossing along the steps, not from exclusion on the counting line alone.

## A second route: finite ring and lattice

**Proposition 1.** On a ring with $n$ steps the argument $2\pi s$ becomes $2n\sin(\pi L/C)$. On a lattice of filling $f$, with $l$ sites counted, it becomes $2l\sin\pi f$. The coefficient stays $1/\pi^2$. Both statements are for large arguments.

*Proof for the ring.* Let $\theta_j=2\pi x_j/C$, $\alpha=2\pi L/C$ and $\rho_m=\sum_je^{im\theta_j}$. The indicator function of the arc has Fourier coefficients of size $|\sin(m\alpha/2)|/(\pi|m|)$. Translation symmetry makes different modes uncorrelated, so

$$\operatorname{Var}N=\frac{2}{\pi^2}\sum_{m\ge1}\frac{\sin^2(m\alpha/2)}{m^2}\langle|\rho_m|^2\rangle .$$

Acting on the filled band, $\rho_m$ moves one fermion by $m$ places. The move succeeds for $\min(m,n)$ fermions, hence $\langle|\rho_m|^2\rangle=\min(m,n)$. Write $\sin^2(m\alpha/2)=(1-\cos m\alpha)/2$ and use $\sum_{m\ge1}\cos(m\alpha)/m=-\ln[2\sin(\alpha/2)]$. The modes $m\le n$ contribute $\frac12[\ln n+\gamma+\ln(2\sin(\alpha/2))]$ to the sum, and those with $m>n$ contribute $\frac n2\sum_{m>n}m^{-2}\to\frac12$. The neglected oscillating tails vanish when $n\sin(\alpha/2)\gg1$. Multiplying by $2/\pi^2$ gives the claim.

*Proof for the lattice.* Take $f\le\frac12$; exchanging filled and empty sites covers the rest. With $k_0=2\pi f$ the same count gives

$$\operatorname{Var}N=\frac1{2\pi^2}\int_0^\pi h(k)\sin^2\frac{kl}{2}\,dk,\qquad h(k)=\frac{\min(k,k_0)}{\sin^2(k/2)} .$$

Separate the singular part $4/k$ of $h$. For large $l$ the integral tends to $2(\ln\pi l+\gamma)+\frac12J$, with $J=\int_0^\pi(h-4/k)\,dk$. An antiderivative of $k/\sin^2(k/2)$ is $-2k\cot(k/2)+4\ln\sin(k/2)$. Its cotangent term at $k_0$ cancels against $\int_{k_0}^\pi k_0\,dk/\sin^2(k/2)=2k_0\cot(k_0/2)$, leaving $J=4[\ln(2\sin\pi f)+1-\ln\pi]$. Insertion gives $\pi^{-2}[\ln(2l\sin\pi f)+\gamma+1]$. ∎

The ring sum shows where the logarithm comes from. Fluctuations of wavenumber $m$ have strength $m$, the interval weights them by $1/m^2$, and each factor of ten in wavelength between the step spacing and the interval length adds about the same amount. Waves much longer than the interval add little.

## Finite step length

**Proposition 2.** Let the steps be periodic in $y$ with period $Y$, let the interval be a small part of a long system, and let $\pi\rho vY\gg1$ and $s\gg1$. Then

$$\operatorname{Var}N\simeq\frac1{\pi^2}\left[\ln\left(2\pi\rho\,\frac{vY}{\pi}\sinh\frac{\pi L}{vY}\right)+\gamma+1\right].$$

*Proof.* The sum over closed non-crossing paths is the trace of $e^{-YH}$ over antisymmetric states, so $Y$ acts as an inverse temperature. The occupation is $f(k)=[e^{Y(e_k-\mu)}+1]^{-1}$ with $e_k=kT\,k^2/2B$, whose slope at $k=\pi\rho$ is $v$. Put $b=vY$ and linearize $e_k$ at each band edge. Each edge then has $-df/dq=(b/4)\operatorname{sech}^2(bq/2)$, whose Fourier transform is $(\pi r/b)/\sinh(\pi r/b)$. Therefore

$$K(r)\simeq\frac{\sin\pi\rho r}{b\sinh(\pi r/b)} .$$

Differentiating $\operatorname{Var}N=\rho L-2\int_0^L(L-r)K^2dr$ twice gives $-2K(L)^2$. Its non-oscillating part, $-1/[b^2\sinh^2(\pi L/b)]$, is the second derivative of $\pi^{-2}\ln\sinh(\pi L/b)$. Two integration constants remain. The slope at large $L$ must be $\int(dk/2\pi)f(1-f)=(1/2\pi)(2/b)=1/(\pi b)$, which the logarithm already supplies, so no linear term is added. The constant follows by matching the theorem for $1/\rho\ll L\ll b$. ∎

The logarithmic law thus requires $L\ll vY$. Beyond that length, distant parts of the interval fluctuate independently, and the variance grows linearly with slope $1/(\pi vY)$. For $vY=12$ and $\mu$ equal to $e_k$ at $k=\pi$, which sets $\rho=1$ to about 0.1%, direct quadrature with the full quadratic $e_k$ gives 0.5366 at $L=5$ and 1.2098 at $L=30$. The formula gives 0.5365 and 1.2074.

## Elastic repulsion

**Proposition 3.** Add a repulsion $A/x^2$ per unit step length between every pair of steps. Its ring form replaces $x$ by the chord $(C/\pi)\sin(\pi x/C)$. The ground state is $\prod_{i<j}|\sin(\theta_{ij}/2)|^\lambda$, where

$$\lambda(\lambda-1)=\frac{AB}{(kT)^2},\qquad \lambda\ge1 .$$

To leading order at long wavelength, the coefficient of the logarithm is $1/(\lambda\pi^2)$.

*Derivation.* The repulsion adds $\sum A/(kT\,x^2)$ to $H$. Multiplying $H$ by $(B/kT)(C/2\pi)^2$ and passing to angles gives

$$-\frac12\sum_j\partial_j^2+\sum_{i<j}\frac{g}{4\sin^2(\theta_{ij}/2)},\qquad g=\frac{AB}{(kT)^2}.$$

For the product state, $\partial_j\ln\psi=\frac\lambda2\sum_{k\ne j}\cot(\theta_{jk}/2)$. Use $\psi''/\psi=(\ln\psi)''+[(\ln\psi)']^2$ and $\cot^2=1/\sin^2-1$. The products of different cotangents sum to a constant for each triple of steps, because $\cot a\cot b+\cot b\cot c+\cot c\cot a=1$ when $a+b+c=0$. The kinetic term is therefore $-\frac{\lambda(\lambda-1)}4\sum_{i<j}1/\sin^2(\theta_{ij}/2)$ plus a constant. It cancels the repulsion if $\lambda(\lambda-1)=g$. The state has no zero between contacts, so it is the ground state.

Now use $-\ln|2\sin(\theta/2)|=\sum_{m\ge1}\cos(m\theta)/m$. Up to a constant factor,

$$\psi^2=\exp\left[-\lambda\sum_{m\ge1}\frac{|\rho_m|^2-n}{m}\right].$$

Independent particles have $\langle|\rho_m|^2\rangle=n$ and nearly Gaussian long-wave modes. Treating these modes as Gaussian and independent, the total weight is $\exp[-|\rho_m|^2(1/n+\lambda/m)]$. For $m\ll n$ this gives $\langle|\rho_m|^2\rangle\simeq m/\lambda$, and the ring sum acquires the factor $1/\lambda$. The Gaussian step is an approximation, and it does not fix the additive constant.

Monte Carlo sampling of $\psi^2$ with 16 steps tests it. For $\lambda=1.415$ the first mode has strength 0.720, against $1/\lambda=0.707$. The variance grows by 0.0617 between arcs of mean 2.25 and 7.75, against 0.0608 from the law; free fermions would give 0.0860.

## Worked example: a vicinal silicon surface

The inputs are rough values in the regime of vicinal Si(111) near 1173 K, where $kT=0.1011$ eV: spacing $1/\rho=20$ nm, stiffness $B=0.3$ eV/nm and step length $Y=1$ mm. With steps about 0.31 nm high the miscut is about $0.9^\circ$. A lone step wanders by one spacing over $B/(kT\rho^2)=1187$ nm, far less than its length. An interval of $L=2000$ nm holds $s=100$ steps on average, and

$$\operatorname{Var}N=\frac{\ln(628.3)+0.577+1}{9.870}=\frac{8.020}{9.870}=0.813 .$$

The standard deviation is 0.90 steps, against 10 for independent steps. At fixed spacing, a tenfold longer interval adds only 0.233 to the variance.

**Step length.** Here $v=\pi\times0.1011/(20\times0.3)=0.0529$, so $vY$ is about 53 µm. Finite length changes the variance at 2000 nm from 0.8126 to 0.8129, and at 20 µm from 1.046 to 1.069. If the steps were only 10 µm long, $vY$ would be 529 nm and the variance at 2000 nm would be about 1.7, twice the logarithmic value. These figures assume periodic steps. Ends pinned at equal spacing would instead suppress the long-wave fluctuations and lower the variance.

**Repulsion and discreteness.** A rough $A=0.02$ eV nm gives $AB/(kT)^2=0.587$ and $\lambda=1.415$. The growth per decade falls from 0.233 to 0.165. Extending the sampled variance to a mean of 100 with the logarithmic law gives about 0.63, some 22% below the free-fermion value. If steps may occupy neighbouring atomic rows but not the same one, rows 0.33 nm apart shift the free-fermion variance by only $-4.5\times10^{-5}$, from $\pi^{-2}\ln[\sin(\pi\rho a)/(\pi\rho a)]$ with $a$ the row spacing. A contact rule that keeps steps further apart has a larger effect, of first order in $\rho a$.

**Frozen miscut variation.** If the mean density differs between sampled intervals by a relative standard deviation $\delta$, the counts gain a variance $(s\delta)^2$. This equals the thermal variance at $\delta=0.901/100=0.90\%$. A measurement of the logarithm needs a miscut more uniform than this, or a separate subtraction of the local mean.

**Annealing time.** At long wavelength the array is harmonic, with energy $\frac B2(q^2+v^2k^2)|u|^2$ for a displacement $u$ of wavenumbers $q$ along and $k$ across the steps. This form is consistent with the fermions: integrating over $q$ gives $k^2\int\frac{dq}{2\pi}\frac{kT}{B(q^2+v^2k^2)}=\frac{k\,kT}{2Bv}=\frac{k}{2\pi\rho}$, the fermion mode strength per step. If each step moves independently with velocity $\Gamma/kT$ times the force per length, a mode uniform along the steps ($q=0$) relaxes in $kT/(\Gamma Bv^2k^2)$. For a wavelength equal to the interval, $k=2\pi/L$, a rough mobility $\Gamma=5\times10^4$ nm³/s gives about 240 s without repulsion. The repulsion above multiplies the ground-state energy by $\lambda^2$, which replaces $v$ by $\lambda v$ and cuts this time to about 120 s. Longer waves also contribute to the count, and under this rule of motion their relaxation time grows as the square of the wavelength. Independent motion supposes that every step exchanges atoms with an unlimited reservoir, which is the fast limit. If atoms that leave a step can only attach to a neighbouring step, as expected when sublimation is negligible and steps are not permeable, mass is conserved locally. For attachment-limited kinetics the rate then gains a factor $\sin^2(k/2\rho)\approx10^{-3}$ at this wavelength. The time without repulsion becomes about $2.5\times10^5$ s and grows as the fourth power of the wavelength. The annealing time needed therefore depends on how uneven the step spacing is at the start and on the accuracy wanted.

For these inputs, elastic repulsion lowers the variance by about a fifth. The fraction is sensitive to the rough value of $A$: for $AB/(kT)^2=1.7$, about three times larger, $\lambda=1.90$ and the variance at $s=100$ is about 0.52, roughly a third below the free-fermion value. Step bunching driven by a heating current, and net growth or sublimation, lie outside the equilibrium model, and their effect is not estimated here. Most of the values above and further intermediate ones are in the numerical output.

## Calculated quantities

```
coefficient 1/pi^2: 0.10132
coefficient from ring determinants: 0.10132
small lattice: 12 sites, 4 steps, 6 sites counted
  variance, long hard-core steps: 0.17145
  variance, free-fermion orbitals: 0.17145
  variance, exclusion on one line only: 0.72727
lattice filling 0.3, 400 sites: variance 0.81562
finite-length test, density 1, vY = 12:
  L = 5: direct 0.5366, formula 0.5365
  L = 30: direct 1.2098, formula 1.2074
temperature: 1173 K; kT: 0.1011 eV
step spacing: 20 nm; stiffness: 0.3 eV/nm
step height: 0.314 nm; miscut: 0.90 degrees
Fermi wavenumber pi*rho: 0.1571 1/nm
v: 0.0529 (dimensionless)
collision length B/(kT rho^2): 1187 nm
interval: 2000 nm; mean number: 100
variance, closed form: 0.81262
variance, logarithmic law: 0.81262
standard deviation: 0.901 steps
independent steps: variance 100, deviation 10.0 steps
step length Y: 1000000 nm; vY: 52926 nm
  L = 200 nm: variance 0.5793, with finite Y 0.5793
  L = 2000 nm: variance 0.8126, with finite Y 0.8129
  L = 20000 nm: variance 1.0459, with finite Y 1.0687
short steps Y = 10000 nm: vY = 529 nm, variance at 2000 nm = 1.695
repulsion A: 0.02 eV nm; A*B/kT^2: 0.587; lambda: 1.415
growth per decade of L: free 0.2333, with repulsion 0.1649
Monte Carlo: 16 steps on ring, arcs of mean 2.25 and 7.75
  lambda 1.000: first mode 1.006 (1/lambda 1.000), growth 0.0871 (law 0.0860)
    extended to mean 100: variance 0.81
  lambda 1.415: first mode 0.720 (1/lambda 0.707), growth 0.0617 (law 0.0608)
    extended to mean 100: variance 0.63
atomic rows 0.33 nm apart: variance shift -4.5e-05
relative miscut variation adding equal variance: 0.90 %
step mobility: 50000 nm^3/s; slowest relaxation time: 244 s
```
